# Energy scaling of classical scattering from a repulsive inverse-power potential

**Setting.** An ion of mass \(M_1\) strikes an atom of mass \(M_2\) that is initially at rest. Their separation is \(r\), and their interaction energy is

\[
V(r)=\frac{C}{r^s},\qquad C>0,\quad s>0 .
\]

The motion is classical, non-relativistic and elastic, and no other atom takes part. Let \(v\) be the relative speed long before the collision, \(b\) the impact parameter, and \(\theta\) the deflection angle in the centre-of-mass frame, with \(0<\theta<\pi\). The constants \(C\) and \(s\) are held fixed whenever energies are compared.

## Part (a): relative motion

**Question.** Find the equation of relative motion, and express the centre-of-mass energy \(E_c\) through the laboratory energy \(E\) of the ion.

**Answer.** Let \(\mathbf r=\mathbf r_1-\mathbf r_2\). The force on the ion is

\[
\mathbf F=-\frac{dV}{dr}\,\hat{\mathbf r}=\frac{sC}{r^{s+1}}\,\hat{\mathbf r},
\]

which points away from the target atom, as a repulsion must. The target feels \(-\mathbf F\). Dividing each equation of motion by its mass and subtracting gives

\[
\ddot{\mathbf r}=\mathbf F\left(\frac1{M_1}+\frac1{M_2}\right)=\frac{\mathbf F}{\mu},
\qquad \mu=\frac{M_1M_2}{M_1+M_2}.
\]

Hence

\[
\mu\,\ddot{\mathbf r}=\frac{sC}{r^{s+1}}\,\hat{\mathbf r}. \tag{1}
\]

The centre-of-mass energy is the initial kinetic energy of relative motion, \(E_c=\tfrac12\mu v^2\). Because the target is at rest, \(E=\tfrac12M_1v^2\), and therefore

\[
E_c=\frac{\mu}{M_1}E=\frac{M_2}{M_1+M_2}\,E. \tag{2}
\]

For a given pair of masses, \(E_c\) and \(E\) are proportional, so a power law in one is the same power law in the other.

## Part (b): removing the energy from the orbit

**Question.** Choose units of length and time that remove \(C\), \(\mu\) and \(E_c\) from equation (1). What does this imply for the deflection angle?

**Answer.** \(C\) has the dimension energy times length to the power \(s\). The length that can be formed from \(C\) and \(E_c\) is therefore

\[
a=\left(\frac{C}{E_c}\right)^{1/s},\qquad\text{so that}\qquad C=E_c\,a^s. \tag{3}
\]

It is the separation at which \(V=E_c\), which is the closest approach in a head-on collision. A suitable unit of time is \(a/v\). Write

\[
\mathbf r=a\,\boldsymbol\rho,\qquad t=\frac av\,\tau,\qquad b=a\beta .
\]

Two time derivatives bring a factor \((v/a)^2\), so equation (1) becomes

\[
\mu\,a\,\frac{v^2}{a^2}\,\frac{d^2\boldsymbol\rho}{d\tau^2}
=\frac{sC}{a^{s+1}\rho^{s+1}}\,\hat{\boldsymbol\rho}.
\]

Multiply by \(a\), then use \(\mu v^2=2E_c\) on the left and \(C/a^s=E_c\) on the right:

\[
2E_c\frac{d^2\boldsymbol\rho}{d\tau^2}=\frac{sE_c}{\rho^{s+1}}\,\hat{\boldsymbol\rho}
\quad\Longrightarrow\quad
\frac{d^2\boldsymbol\rho}{d\tau^2}=\frac{s}{2\rho^{s+1}}\,\hat{\boldsymbol\rho}. \tag{4}
\]

The initial conditions must be scaled too. The incoming speed is \(v\) divided by the velocity unit \(a/(a/v)=v\), which is 1. The incoming path has impact parameter \(\beta\). The scaled problem thus contains two numbers, \(s\) and \(\beta\). Multiplying all lengths by a common factor leaves angles unchanged, so

\[
\theta=\Theta_s(\beta)=\Theta_s\!\left(\frac ba\right). \tag{5}
\]

Two collisions at different energies but equal \(b/a\) have orbits of the same shape, drawn at different sizes.

This argument needs a well-defined incoming line, which deserves care when the potential has a long range. At large time \(r\approx v|t|\). The force component across the path then falls as \(b/|t|^{s+2}\), and two integrations give a transverse displacement that vanishes as \(|t|^{-s}\). The impact parameter therefore exists for every \(s>0\). Along the path the force falls as \(|t|^{-s-1}\), and two integrations give a shift that grows as \(|t|^{1-s}\) for \(s<1\) and logarithmically for \(s=1\). That shift changes the timing of the collision, not its angle.

## Part (c): the cross section

**Question.** Show, without solving for the orbit, that \(d\sigma/d\Omega\) at fixed \(\theta\) varies as \(E_c^{-2/s}\). What happens as \(s\to\infty\)?

**Answer.** Particles arriving through the ring between \(b\) and \(b+db\) cross an area \(2\pi b\,db\). They leave between two cones enclosing the solid angle \(2\pi\sin\theta\,|d\theta|\). The differential cross section is the ratio of the two:

\[
\frac{d\sigma}{d\Omega}=\frac{b}{\sin\theta}\left|\frac{db}{d\theta}\right|. \tag{6}
\]

At fixed energy \(a\) is constant, so \(b=a\beta\) gives \(db=a\,d\beta\). Equation (5) makes \(\beta\) a function of \(\theta\) and \(s\). Therefore

\[
\frac{d\sigma}{d\Omega}=a^2F_s(\theta),\qquad
F_s(\theta)=\frac{\beta}{\sin\theta}\left|\frac{d\beta}{d\theta}\right|. \tag{7}
\]

All dependence on energy sits in \(a^2\). Inserting equation (3),

\[
\boxed{\;\frac{d\sigma}{d\Omega}=\left(\frac{C}{E_c}\right)^{2/s}F_s(\theta)\ \propto\ E_c^{-2/s}\quad(\theta,\,C,\,s\ \text{fixed})\;} \tag{8}
\]

If several values of \(\beta\) led to the same angle, their contributions would be added. Each carries the factor \(a^2\), so the exponent would be unchanged.

The physical content is that a cross section is an area, and the collision has one length scale, \(a\). A faster ion must come closer to be turned through the same angle, and the target area shrinks as the square of that length. For a steep potential a small change of distance supplies the extra repulsion, so the dependence on energy is weak. To take \(s\to\infty\), write \(C=V_0R^s\) with \(V_0\) and \(R\) fixed. Then \(a=R(V_0/E_c)^{1/s}\to R\), and the energy dependence disappears, as it should for hard spheres.

Numerical deflection integrals, turned into ring area over solid angle at \(\theta=60^\circ\) for \(E_c=6.796\) and \(27.184\) keV, gave these exponents:

| \(s\) | Numerical exponent | \(-2/s\) |
|---|---|---|
| 0.5 | −4.00000 | −4 |
| 1 | −2.00000 | −2 |
| 2 | −1.00000 | −1 |
| 3 | −0.66667 | −2/3 |

## Part (d): two solvable cases

**Question.** Find \(F_s(\theta)\) for \(s=1\) and \(s=2\), and confirm the exponent in each case.

**Answer.** Let \(\varphi\) be the polar angle of \(\mathbf r\). Angular momentum conservation gives \(r^2|\dot\varphi|=vb\). Energy conservation gives

\[
\tfrac12\mu\dot r^2+\tfrac12\mu\frac{v^2b^2}{r^2}+V=E_c
\quad\Longrightarrow\quad
\dot r^2=v^2\left(1-\frac{b^2}{r^2}-\frac{V}{E_c}\right).
\]

Divide \(|\dot\varphi|\) by \(|\dot r|\) and set \(u=1/r\), so that \(|du|=|dr|/r^2\). The angle swept between infinity and closest approach is

\[
\Phi=\int_0^{u_m}\frac{b\,du}{\sqrt{1-b^2u^2-V/E_c}},\qquad \theta=\pi-2\Phi, \tag{9}
\]

where \(u_m\) is the zero of the square root. Without a force \(\Phi=\pi/2\) and \(\theta=0\), which fixes the sign convention.

*Case \(s=1\).* Here \(V/E_c=au\). Complete the square:

\[
1-au-b^2u^2=D^2-y^2,\qquad y=bu+\frac a{2b},\qquad D^2=1+\frac{a^2}{4b^2}.
\]

Since \(dy=b\,du\), and \(y\) runs from \(a/2b\) to \(D\),

\[
\Phi=\frac\pi2-\arcsin\frac{a}{2bD}
\quad\Longrightarrow\quad
\sin\frac\theta2=\frac{a}{2bD}=\frac{a}{\sqrt{4b^2+a^2}} .
\]

It follows that \(\tan(\theta/2)=a/2b\), or \(b=\tfrac a2\cot(\theta/2)\). Then \(|db/d\theta|=a/[4\sin^2(\theta/2)]\). With \(\sin\theta=2\sin(\theta/2)\cos(\theta/2)\), equation (6) gives

\[
\frac{d\sigma}{d\Omega}=\frac{a^2}{16\sin^4(\theta/2)}
=\left(\frac{C}{4E_c}\right)^2\frac1{\sin^4(\theta/2)} .
\]

This is Rutherford's formula. It varies as \(E_c^{-2}\), in agreement with \(-2/s=-2\).

*Case \(s=2\).* Here \(V/E_c=a^2u^2\) joins the centrifugal term:

\[
\Phi=\int_0^{u_m}\frac{b\,du}{\sqrt{1-(a^2+b^2)u^2}}
=\frac{b}{\sqrt{a^2+b^2}}\,\frac\pi2 .
\]

Define \(q=b/\sqrt{a^2+b^2}\). Then \(\theta=\pi(1-q)\), so \(q=1-\theta/\pi\) and \(|dq/d\theta|=1/\pi\). Solving for the impact parameter,

\[
b^2=\frac{a^2q^2}{1-q^2},\qquad \frac{d(b^2)}{dq}=\frac{2a^2q}{(1-q^2)^2}.
\]

Because \(b\,|db/d\theta|=\tfrac12|d(b^2)/d\theta|\), equation (6) yields

\[
F_2(\theta)=\frac{q}{\pi\sin\theta\,(1-q^2)^2}
=\frac{\pi^2(\pi-\theta)}{\theta^2(2\pi-\theta)^2\sin\theta}. \tag{10}
\]

The last form uses \(1-q^2=\theta(2\pi-\theta)/\pi^2\). The cross section is \((C/E_c)F_2\), which varies as \(E_c^{-1}\).

## Part (e): fixed energy transfer instead of fixed angle

**Question.** Find the energy \(T\) given to the target. For small angles, how does \(d\sigma/dT\) at fixed \(T\) depend on energy?

**Answer.** The centre of mass moves at \(V_{\rm cm}=M_1v/(M_1+M_2)\). In its frame the target has speed \(V_{\rm cm}\) before and after the elastic collision, and its velocity turns through \(\theta\). Its velocity change has magnitude \(2V_{\rm cm}\sin(\theta/2)\), which is also its final laboratory speed. Hence

\[
T=\tfrac12M_2\,4V_{\rm cm}^2\sin^2\frac\theta2
=T_m\sin^2\frac\theta2,\qquad
T_m=\frac{4M_1M_2}{(M_1+M_2)^2}E. \tag{11}
\]

Differentiation gives \(dT=\tfrac12T_m\sin\theta\,d\theta\). Combined with \(d\Omega=2\pi\sin\theta\,d\theta\), this gives

\[
\frac{d\sigma}{dT}=\frac{4\pi}{T_m}\frac{d\sigma}{d\Omega}. \tag{12}
\]

For \(\theta\ll1\), the transverse impulse may be calculated along the undeflected line \(r^2=b^2+v^2t^2\). With \(x=vt/b\), to leading order,

\[
\theta=\frac1{\mu v}\int_{-\infty}^{\infty}\frac{sC\,b\,dt}{r^{s+2}}
=\frac{sC}{2E_cb^s}\int_{-\infty}^{\infty}\frac{dx}{(1+x^2)^{(s+2)/2}}
\equiv K_s\beta^{-s}.
\]

Thus \(\beta=(K_s/\theta)^{1/s}\) and \(|d\beta/d\theta|=\beta/(s\theta)\). Setting \(\sin\theta\approx\theta\) in equation (7),

\[
F_s(\theta)\approx\frac{K_s^{2/s}}{s}\,\theta^{-2-2/s}. \tag{13}
\]

For \(s=2\) the integral is \(\pi/2\), so \(K_2=\pi/2\) and \(F_2\approx\pi/(4\theta^3)\). Equation (10) has the same limit.

At small angles \(\theta^2\approx4T/T_m\), so \(\theta^{-2-2/s}\propto(T/E)^{-1-1/s}\). Equation (12) then gives

\[
\frac{d\sigma}{dT}\propto E^{-1}\,E^{-2/s}\left(\frac TE\right)^{-1-1/s}
=E^{-1/s}\,T^{-1-1/s}.
\]

The exponent is \(-1/s\), not \(-2/s\). Holding \(T\) fixed while \(E\) rises moves the observation to smaller angles, where \(F_s\) is larger, and this offsets part of the decrease. Equation (13) also shows that the integral of \(F_s\sin\theta\) diverges at \(\theta\to0\). The scaling law therefore concerns a nonzero angle, not a finite total cross section.

## Part (f): arsenic entering silicon

**Question.** Take \(M_1=75\) u, \(M_2=28\) u, \(s=2\) and \(C=3.4496\) eV nm². Evaluate the collision at \(\theta=60^\circ\) for \(E=25\), 50 and 100 keV.

**Answer.** At 50 keV, equations (2) and (3) give

\[
E_c=\frac{28}{103}\times50\ \text{keV}=13.592\ \text{keV},\qquad
a=\sqrt{\frac{3.4496}{13592}}\ \text{nm}=0.01593\ \text{nm}.
\]

At \(60^\circ\), \(q=2/3\) and \(1-q^2=5/9\). Hence \(b=aq/\sqrt{1-q^2}=2a/\sqrt5=0.01425\) nm. The square root in equation (9) vanishes at the closest approach \(r_m=\sqrt{a^2+b^2}=3a/\sqrt5=0.02137\) nm. Equation (10) gives \(F_2=0.7939\) per steradian, so

\[
\frac{d\sigma}{d\Omega}=(0.01593\ \text{nm})^2\times0.7939\ \text{sr}^{-1}
=2.015\times10^{-4}\ \text{nm}^2/\text{sr}
=2.015\times10^{-18}\ \text{cm}^2/\text{sr}.
\]

| \(E\) (keV) | \(a\) (nm) | \(r_m\) (nm) | \(d\sigma/d\Omega\) (nm²/sr) |
|---|---|---|---|
| 25 | 0.02253 | 0.03023 | 4.030 × 10⁻⁴ |
| 50 | 0.01593 | 0.02137 | 2.015 × 10⁻⁴ |
| 100 | 0.01126 | 0.01511 | 1.007 × 10⁻⁴ |

Each doubling of energy shortens \(a\) by \(\sqrt2\) and halves the cross section. By equation (11), the 50 keV collision transfers \(0.7918\times50\times\tfrac14=9.90\) keV to the silicon atom.

Newton's equations were also integrated for both particles at \(E_c=13.592\) keV and \(b=0.01425\) nm. For ions of mass 75 u and 11 u the relative velocity turned through the same centre-of-mass angle, \(60^\circ\), to within \(10^{-5}\) rad. This confirms that, for the centre-of-mass angle, mass enters through \(E_c\) alone when \(C\) is held fixed. The laboratory deflections of the two ions differ: \(\tan\psi=\sin\theta/(\cos\theta+M_1/M_2)\) gives \(15^\circ\) and \(44^\circ\).

## Part (g): limits of the model

**Question.** The value of \(C\) was taken from a screened Coulomb potential. How well does the scaling law survive when that potential replaces the power law, and how large are the other neglected effects?

**Answer.** The Ziegler–Biersack–Littmark (ZBL) universal potential is the bare nuclear repulsion multiplied by a screening function, a sum of four decaying exponentials in \(r/a_s\). Here \(a_s=0.01151\) nm. Its local exponent, \(-d\ln V/d\ln r\), varies with distance and equals 2 at \(r=0.01881\) nm, where \(V=9.75\) keV. Matching the value there gives \(C=Vr^2=3.45\) eV nm². The two curves are then tangent on a log-log plot.

With the ZBL potential, the \(60^\circ\) cross section is larger than the power-law value by 0.9% at 25 keV, 8.0% at 50 keV and 4.9% at 100 keV. The mean energy exponent is −0.901 between 25 and 50 keV, and −1.042 between 50 and 100 keV. Screening introduces a second length, \(a_s\), which does not change with energy. Orbits at different energies are then no longer scaled copies, and the proof in part (b) fails.

The sign of the difference may seem surprising, because the ZBL potential was found to lie on or below the tangent power law from 0.2 to 5 times the matching radius. But ions are deflected by the force, which is the slope of the potential, not its value. Just outside the matching radius the ZBL potential is lower but steeper, so its force is the larger one, out to about 0.046 nm; beyond that it is the weaker one. At 25 and 50 keV the \(60^\circ\) orbit stays outside that radius, and the impact parameter that gives \(60^\circ\) is larger than for the power law. At 100 keV the orbit passes inside, where the ZBL force is weaker, and the impact parameter is smaller. The cross section is still larger there, because equation (6) measures how fast \(b^2\) changes with angle, not the size of \(b^2\).

The other effects, at 50 keV and \(60^\circ\), are as follows.

- **Electronic loss.** Lindhard–Scharff stopping, distributed over closest approach by the Oen–Robinson formula, gives about 250 eV, or 1.8% of \(E_c\), when the screening length \(a_s\) is used in the formula; the Firsov screening length would give about 290 eV. If all of it were lost before the collision, the cross section, which varies as \(E_c^{-1}\), would rise by about 2%. The loss is in fact spread along the orbit, with roughly half of it before closest approach, so a shift of about one percent is a reasonable estimate.
- **Thermal motion.** At 300 K, one velocity component of a silicon atom, \(\sqrt{k_BT_{\rm K}/M_2}\) with \(T_{\rm K}\) the temperature, spreads \(E_c\) by about 0.17%. This is the classical value. Silicon at 300 K is below its Debye temperature, and zero-point motion raises the spread to about 0.18%.
- **Wave effects.** Confining the ion to a width \(b\) blurs its direction by about \(\hbar/(\mu vb)\), which is 0.06% of \(\theta\).
- **Relativity.** The squared ratio of ion speed to light speed is \(1.4\times10^{-6}\).
- **The solid.** A rough displacement energy of 15 eV is 0.15% of the recoil energy. At a separation of 0.235 nm, chosen to lie near the distance between neighbouring silicon atoms, the ZBL potential of a neighbour is 1.5 eV, or 0.01% of \(E_c\).

The masses are rounded to whole numbers. A \(60^\circ\) event is a violent one, which sends the silicon atom off with about a fifth of the ion's energy. Of the assumptions examined at 50 keV and \(60^\circ\), the single power law is the one the real case strains most: it moves the cross section by 8%. That figure compares two models, since ZBL is itself an average over many atom pairs, and it belongs to this angle only. At 50 keV the ZBL cross section is within 10% of the power-law value at the angles tried from \(20^\circ\) to \(150^\circ\), but it is only 0.72 of it at \(10^\circ\) and 0.54 at \(5^\circ\), where the orbit stays far out and the ZBL force is the weaker one. At 25 keV and \(60^\circ\) the two curves happen to give nearly the same cross section, and the electronic loss matters about as much. An implanted ion also makes many collisions at falling energy and at all angles, so one fixed exponent should not be carried through its whole path. Further digits for the \(60^\circ\) cross sections are in the numerical output.

## Numbers as computed

```
ion: Z = 33, mass = 75 u; target: Z = 14, mass = 28 u
centre-of-mass angle = 60.0 deg
ZBL screening length = 0.01151 nm
radius where ZBL exponent is 2 = 0.01881 nm
ZBL potential at that radius = 9746.7 eV
C for s = 2: 3.4496 eV nm^2
F_2 at this angle = 0.79391 per sr
E = 25 keV: Ec = 6.796 keV
  collision length a = 0.02253 nm
  impact parameter b = 0.02015 nm
  closest approach = 0.03023 nm
  cross section, s = 2: 4.0297e-04 nm^2/sr
  same in cm^2/sr: 4.0297e-18
  cross section, ZBL: 4.0642e-04 nm^2/sr
  ratio ZBL / power law = 1.009
E = 50 keV: Ec = 13.592 keV
  collision length a = 0.01593 nm
  impact parameter b = 0.01425 nm
  closest approach = 0.02137 nm
  cross section, s = 2: 2.0149e-04 nm^2/sr
  same in cm^2/sr: 2.0149e-18
  cross section, ZBL: 2.1766e-04 nm^2/sr
  ratio ZBL / power law = 1.080
E = 100 keV: Ec = 27.184 keV
  collision length a = 0.01126 nm
  impact parameter b = 0.01008 nm
  closest approach = 0.01511 nm
  cross section, s = 2: 1.0074e-04 nm^2/sr
  same in cm^2/sr: 1.0074e-18
  cross section, ZBL: 1.0571e-04 nm^2/sr
  ratio ZBL / power law = 1.049
ratio of s = 2 cross sections, 50 to 25 keV = 0.50000
ratio of s = 2 cross sections, 100 to 25 keV = 0.25000
s = 0.5: numerical energy exponent at 60 deg = -4.00000
s = 1.0: numerical energy exponent at 60 deg = -2.00000
s = 2.0: numerical energy exponent at 60 deg = -1.00000
s = 3.0: numerical energy exponent at 60 deg = -0.66667
ZBL energy exponent, 25 to 50 keV = -0.901
ZBL energy exponent, 50 to 100 keV = -1.042
neglected effects at E = 50 keV:
recoil energy = 9.897 keV
electronic loss in the collision = 249 eV
electronic loss / Ec = 0.0183
reduced de Broglie wavelength = 8.68e-06 nm
wavelength / (b theta) = 5.8e-04
(ion speed / light speed)^2 = 1.4e-06
thermal spread of Ec at 300 K, relative = 1.7e-03
rough displacement energy = 15 eV
displacement energy / recoil energy = 1.5e-03
ZBL potential at rough bond length 0.235 nm = 1.51 eV
that potential / Ec = 1.1e-04
```
